# How a Thin Carbon Film Can Raise EUV Mirror Reflectance

Put a transparent film on a partly reflecting mirror and send light straight down onto it from vacuum. Let the film have a real refractive index $n$ slightly below one, as many solids nearly have in the extreme ultraviolet (EUV). Inside the film, just below its upper surface, a wave of amplitude $A$ travels down and a wave of amplitude $Aw$ travels up. Outside, the incident amplitude is 1 and the reflected amplitude is $r$.

The field $E$ and its depth derivative are continuous. With time factor $e^{-i\omega t}$, depth $z$ pointing into the mirror, $k=2\pi/\lambda$ and $F=E'/(ik)$, a downward wave in index $n$ has $F=nE$ and an upward wave has $F=-nE$. Continuity therefore reads

$$1+r=A(1+w),\qquad 1-r=nA(1-w).$$

Dividing the second equation by the first and solving for $r$ gives

$$r=\frac{(1-n)+(1+n)w}{(1+n)+(1-n)w}=\frac{r_c+w}{1+r_cw},\qquad r_c=\frac{1-n}{1+n}. \tag{1}$$

Here $r_c$ is the reflection amplitude of the bare film material. If the film has thickness $d$, the light makes one extra round trip through it, so

$$w(d)=w_0e^{2inkd}. \tag{2}$$

Choose a mirror for which $w_0=-a$, with $r_c<a<1$. Since the film is transparent, $|w|$ stays equal to $a$ and only its phase $\psi$ changes. The reflectance $R=|r|^2$ is

$$R=\frac{r_c^2+a^2+2r_ca\cos\psi}{1+r_c^2a^2+2r_ca\cos\psi}.$$

The same quantity $2r_ca\cos\psi$ is added to numerator and denominator. The fraction is below one, because the denominator exceeds the numerator by $(1-r_c^2)(1-a^2)>0$. Adding more to both therefore raises it. As the film grows from nothing to a quarter wave, $\psi$ runs from $\pi$ to $2\pi$, $\cos\psi$ climbs from $-1$ to $1$, and the reflectance rises all the way.

Carbon absorbs EUV light, so this case does not settle what carbon does. It does show that interference alone can make the reflectance rise as a film thickens, so absorption is not the only effect to count.

## The belief and its appeal

The belief is that each additional nanometre of carbon on an EUV mirror lowers its reflectance. The argument is short. Write the carbon index as $n=n'+i\beta$. Intensity decays as $e^{-2k\beta z}$ on one pass, and the light crosses the film twice, so

$$R\approx R_0e^{-4k\beta d}. \tag{3}$$

This falls steadily. It also describes the overall fall over some tens of nanometres of carbon fairly well, as shown below. What it leaves out is that the light returning from the mirror and the light scattered by the film add as amplitudes. To find out which effect wins for the first nanometre, we need the slope of $R$ with absorption and interference both included.

## The slope at any thickness

Take normal incidence and a uniform, nonmagnetic film. Let $\chi=n^2-1=\chi'+i\chi''$, with $\chi''>0$ for an absorber. The wave equation $E''=-k^2n^2E$ is equivalent to

$$E'=ikF,\qquad F'=ikn^2E.$$

Define $Y=F/E$. Then $dY/dz=F'/E-FE'/E^2=ik(n^2-Y^2)$. Growing the film moves its top surface outward, against $z$, so at the surface

$$\frac{dY}{dd}=ik(Y^2-n^2).$$

In the vacuum just above, $Y=(1-r)/(1+r)$, and hence $dY=-2\,dr/(1+r)^2$. Substitution gives

$$\frac{dr}{dd}=\frac{ik}{2}\left[n^2(1+r)^2-(1-r)^2\right].$$

With $n^2=1+\chi$ and $(1+r)^2-(1-r)^2=4r$, this becomes

$$\frac{dr}{dd}=2ikr+\frac{ik}{2}\chi(1+r)^2. \tag{4}$$

The first term is the phase gained because the reference surface has moved. The second is scattering by the new material, driven by the surface field $1+r$.

Now $dR/dd=2\,\mathrm{Re}(r^*dr/dd)$. The first term of (4) contributes $2\,\mathrm{Re}(2ikR)=0$. The second contributes $\mathrm{Re}[ik\chi r^*(1+r)^2]=-k\,\mathrm{Im}[\chi r^*(1+r)^2]$. Write $r=\rho e^{i\phi}$ and expand:

$$r^*(1+r)^2=r^*+2\rho^2+\rho^2r=2\rho^2+\rho(1+\rho^2)\cos\phi-i\rho(1-\rho^2)\sin\phi.$$

Taking the imaginary part of its product with $\chi$ yields

$$\frac{dR}{dd}=-k\rho\left[2\rho\chi''+(1+\rho^2)\chi''\cos\phi-\chi'(1-\rho^2)\sin\phi\right]. \tag{5}$$

This is valid at every thickness, provided $\rho$ and $\phi$ are the values at that thickness.

Equation (5) shows where the belief comes from. Averaged over $\phi$ at fixed $\rho$, the slope is $-2k\chi''R$. Since $\chi''=2n'\beta$ and $n'\approx1$, that is nearly $-4k\beta R$, the slope of (3). The simple law describes an average over surface phases, whereas a particular mirror has a particular phase.

## There is always a favourable phase

The two phase-dependent terms in (5) combine into one cosine, so the bracket is $2\rho\chi''+C\cos(\phi-\phi_0)$. Here $\phi_0$ is the angle of the vector with components $(1+\rho^2)\chi''$ and $-\chi'(1-\rho^2)$, and $C$ is its length:

$$C^2=(1+\rho^2)^2\chi''^2+(1-\rho^2)^2\chi'^2.$$

Using $(1+\rho^2)^2=4\rho^2+(1-\rho^2)^2$,

$$C^2=4\rho^2\chi''^2+(1-\rho^2)^2|\chi|^2. \tag{6}$$

For $0<\rho<1$ the last term is positive, so $C>2\rho\chi''$ and the bracket is negative for some phases. Every partial reflector therefore has a window of surface phase in which added absorber raises the reflectance. The window is centred on $\phi_0+\pi$. Its half-width $h$ satisfies $\cos h=2\rho\chi''/C$, or, with (6),

$$\tan h=\frac{(1-\rho^2)|\chi|}{2\rho\chi''}. \tag{7}$$

The steepest possible rise is $k\rho(C-2\rho\chi'')$.

Two limits show what controls the effect. For a weak mirror, $\rho\to0$, the half-width tends to $90^\circ$: half of all phases are favourable. For a nearly perfect mirror, $1-\rho^2$ is small, and expanding the square root in (6) gives a steepest slope of about

$$\frac{k(1-\rho^2)^2|\chi|^2}{4\chi''}.$$

It vanishes as $\rho\to1$, as it must, since a passive film cannot raise a reflectance of one.

The size of the gain also follows. Suppose $\rho$ changes little and the phase advances at the rate $2k$, the first term of (4). In terms of the distance $x$ from the window centre, the slope is $k\rho C(\cos x-\cos h)$. Integrating across the whole window with $dd=dx/(2k)$,

$$\Delta R\approx\frac{\rho C}{2}\int_{-h}^{h}(\cos x-\cos h)\,dx=\rho C(\sin h-h\cos h), \tag{8}$$

with $h$ in radians.

## A molybdenum–silicon mirror

For a multilayer, the pair $(E,F)$ is carried through each layer. Solving the two first-order equations with known values at the bottom of a layer gives, with $u=nkd$,

$$\begin{pmatrix}E\\F\end{pmatrix}_{\rm top}=\begin{pmatrix}\cos u&-(i/n)\sin u\\-in\sin u&\cos u\end{pmatrix}\begin{pmatrix}E\\F\end{pmatrix}_{\rm bottom}. \tag{9}$$

In the substrate there is only a downward wave, so the calculation starts from $(1,n_{\rm sub})$. At the vacuum surface $r=(E-F)/(E+F)$.

The model mirror has 40 periods of 2.80 nm Mo and 4.17 nm Si on a silicon substrate, ending in Mo, with a further silicon layer on top. The wavelength is 13.5 nm. The rough indices are $0.924+0.0064i$ for Mo, $0.999+0.0018i$ for Si and $0.962+0.007i$ for carbon, so that $\chi=-0.0746+0.0135i$ for carbon.

The thickness of the top silicon layer sets the surface phase. Among thicknesses from 1.0 to 8.0 nm in steps of 0.1 nm, 3.7 nm gives the largest gain. That mirror has $R_0=71.37\%$, $\rho=0.845$ and $\phi=177.3^\circ$. Equation (7) gives $h=43.7^\circ$ about a centre at $222.8^\circ$, so the window opens at $179.1^\circ$.

The mirror thus starts just outside the window, with a slope of $-0.03$ percentage points per nanometre. The phase advances at about $2k=0.931$ rad/nm, or $53^\circ$/nm, and covers the missing $1.9^\circ$ in about 0.04 nm. This is less than an atomic diameter, so the initial dip has no physical significance in a continuum model. From there the reflectance rises:

| Carbon (nm) | $R$ (%) |
|---:|---:|
| 0 | 71.37 |
| 1 | 71.60 |
| 1.68 | 71.73 |
| 3 | 70.91 |
| 5 | 67.13 |
| 20 | 54.34 |

The maximum lies 0.37 points above the bare mirror, and the reflectance returns to its bare value at 2.57 nm. At the maximum, equation (3) would give $71.37\%\times e^{-0.0130\times1.68}=69.8\%$. It is wrong by about 1.9 points, and wrong in the sign of the change.

Estimate (8) can be checked by hand. From $\cos h=0.724$, $C=2(0.845)(0.0135)/0.724=0.0315$. With $h=0.762$ rad,

$$\Delta R\approx0.845\times0.0315\times(0.690-0.551)=0.0037,$$

or 0.37 points, in agreement with the full calculation.

For this period, a strict example, with a rise from the very start, needs no special top layer. With the full 4.17 nm silicon spacer on top, the extra 0.47 nm of silicon advances the phase by about $25^\circ$, to roughly $202^\circ$, well inside the window. The gain is then 0.30 points. The starting phase depends on the period as well. With a 6.90 nm period (Mo fraction 0.4, full spacer on top), which reflects better at 13.5 nm (73.1%), the phase is $177^\circ$ and the initial slope is slightly negative; with 6.85 nm it is $155^\circ$ and the slope is $-0.43$ points per nanometre. In both cases the later maximum still lies about 0.31 points above the bare value.

The matrix result was tested against a simultaneous solution of all the continuity conditions, with 1.68, 5 and 20 nm of carbon on the 3.7 nm silicon layer; the complex amplitudes agreed within $10^{-9}$. Slope (5) agreed with finite differences for all 71 silicon thicknesses within $10^{-6}$ per nanometre.

## Where the energy goes

A rise in reflectance from an absorbing film does not conflict with energy conservation. The quantity $\mathrm{Re}(E^*F)$ is the energy flux in units of the incident flux. In vacuum it equals $\mathrm{Re}[(1+r^*)(1-r)]=1-R$. Inside the film its derivative is

$$\frac{d}{dz}\mathrm{Re}(E^*F)=\mathrm{Re}(-ik|F|^2+ikn^2|E|^2)=-k\chi''|E|^2.$$

Hence $1-R$ is the carbon absorption plus the flux that enters the mirror below.

For the bare mirror the incoming flux is 28.64%. At the maximum, carbon absorbs 0.60%, but the flux into the mirror has dropped to 27.67%. The sum is 28.27%, less than before. The film absorbs some light and, by interference, keeps a larger amount out of the multilayer.

The surface phase explains why carbon absorbs so little at first. With $\phi$ near $180^\circ$, incident and reflected fields almost cancel at the surface: $|1+r|^2=0.026$, in units of the incident intensity. At the maximum the surface intensity has grown to 1.59, and further carbon is more expensive.

Is the gain due merely to placing an absorber near a field minimum? Setting $\chi'=0$ while keeping $\chi''$ answers this. The slope at $\phi=180^\circ$ is then $k\rho\chi''(1-\rho)^2$, which is positive but small. The best gain over the same set of silicon thicknesses is 0.003 points, about a hundredth of the gain with real carbon. In this example refraction supplies nearly all of the rise.

## Why absorption wins, and why the curve still ripples

By (2), $w$ turns through a full circle each time the carbon grows by $\lambda/(2n')=7.02$ nm, while $|w|$ shrinks as $e^{-2k\beta d}$. After a whole turn the interference condition is nearly restored, and the loss stands out. Law (3) predicts a factor 0.913 per turn. After five turns, 35 nm, it gives $71.37\%\times0.9126^5=45.2\%$; the full result is 44.3%. With the same $n'$ but $\beta=0$, the reflectance returns to 71.37%. That comparison identifies absorption as the cause of the lasting loss.

The remaining 0.8 points can be traced. After whole turns $w=\epsilon w_0$, with $\epsilon=e^{-2k\beta d}$. Inverting (1) for the bare mirror gives $w_0\approx r_0-r_c(1-r_0^2)$ to first order in $r_c$, and (1) itself gives $r\approx w+r_c(1-w^2)$. Together,

$$r\approx\epsilon r_0+r_c(1-\epsilon)(1+\epsilon r_0^2).$$

For this mirror $r_0$ is nearly real and negative, while $r_c\approx0.019$ is nearly real and positive, so the second term reduces $|r|$. With $\epsilon=0.7956$, $|r|\approx0.6721-0.0062=0.6659$, and $R\approx44.3\%$.

Between whole turns the curve need not fall steadily. In (1) the denominator cannot circle the origin, because $|r_cw|<1$. The numerator does circle it as long as $|w|>|r_c|$. The phase $\phi$ therefore keeps advancing turn after turn, while for $\chi'<0$ the window centre stays between $180^\circ$ and $270^\circ$. The phase must meet the window repeatedly, and each meeting brings a local rise.

This applies even to a mirror that begins badly. With 1.2 nm of silicon on top, the bare reflectance is 71.84% and the initial slope is $-2.1$ points per nanometre, the steepest loss in the set. The reflectance falls to 68.52% at 2.60 nm of carbon, then rises to 68.98% at 4.37 nm. It does not regain its bare value there, but thicker carbon has again meant higher reflectance. All 71 silicon thicknesses were tested, and each gave a rising stretch within the first 8 nm of carbon.

For very thick carbon the mirror is hidden, $w\to0$, and $R\to|r_c|^2=0.04\%$.

## What this means for a real mirror

Mo/Si multilayers near 13.5 nm are used in EUV lithography, and carbon can grow on them when radiation breaks up adsorbed hydrocarbons. The layer thicknesses and indices here are rough typical values; the flat, sharp interfaces are idealized. Replacing each sharp interface between Mo and Si layers by 1 nm of mixed material lowers the bare reflectance to 68.4% and raises the gain to 0.46 points. Equation (8) accounts for this: a smaller $\rho$ widens the window. A stack of only ten periods, with its top layer chosen afresh, gains 1.8 points.

Other changes, made one at a time with the 3.7 nm design held fixed, alter the gain as follows. Averaging uniformly over a 2% wavelength band, with the indices held constant, gives 0.35 points. Incidence at $6^\circ$, with the field perpendicular to the plane of incidence, gives 0.28, and unpolarized light gives 0.27; at $10^\circ$ these fall to 0.04 and zero. Carbon with 20% smaller $n-1$, representing lower density, gives 0.29, as expected from (8), since $C$ scales with $\chi$ while $h$ hardly changes. A 1.5 nm oxide formed from part of the silicon gives 0.20. Choosing the silicon thickness again for the oxidized surface brings the gain to 0.40, so much of the oxide's effect is a shift of phase.

A change to the surface can also remove the gain altogether. An EUV mirror can carry a protective ruthenium cap. With 2.5 nm of Ru, of rough index $0.886+0.017i$, on the full silicon spacer, the model gives an initial slope of $-1.1$ points per nanometre and no gain over the bare mirror within 8 nm of carbon. For that surface, the ordinary expectation about the first carbon is right. The cause is again the surface phase, not ruthenium as such: with the same cap on 1.0 to 2.5 nm of silicon, the model gives a gain of more than 0.05 points. Those surfaces reflect less when bare, 61.5% to 70.4%. The capped design with the highest bare reflectance, 72.6% on about 3.45 nm of silicon, loses from the first carbon at about 0.47 points per nanometre and shows no gain within 8 nm.

Nor is carbon shown to be a useful coating. The best bare mirror in the silicon scan reaches 71.93%, above the 71.73% of the carbon-coated example. The gain is also small enough that uneven growth, scattering from roughness, or an index that differs in the first few atomic layers could change it; these are not included.

Thickness alone, then, does not fix the sign of the change. A reflectance that has not fallen does not prove a clean surface: on the 3.7 nm design, about 2.57 nm of carbon leaves the reflectance at 13.5 nm where it began. To infer carbon thickness from reflectance, one must know the mirror's surface phase and both parts of the carbon index, and even then one reflectance can correspond to more than one thickness.

## Computed values

```
wavelength 13.5 nm, photon energy 91.84 eV, k 0.4654 1/nm
rough n: C (0.962+0.007j), Mo (0.924+0.0064j), Si (0.999+0.0018j)
rough n: Ru (0.886+0.017j), oxide (0.978+0.011j)
Mo 2.8 nm, Si 4.17 nm, periods 40
carbon chi: -0.07461 + 0.01347 i
favourable Si top layer 3.7 nm; adverse 1.2 nm
bare favourable mirror: rho 0.84478, R 71.365 %
its surface phase 177.27 deg
rising window centre 222.79 deg, half-width 43.65 deg
largest possible slope at this rho 0.3418 points/nm
initial slope, favourable -0.0283 points/nm
initial slope, adverse -2.1331 points/nm
carbon at maximum 1.677 nm, R there 71.730 %
gain 0.3653 points; break-even carbon 2.574 nm
phase at maximum 265.57 deg
surface |E|^2/incident: bare 0.0260, at maximum 1.5866
flux into mirror: bare 28.635 %, at maximum 27.674 %
carbon absorption at maximum 0.596 %
carbon 1 nm: R favourable 71.597 %, adverse 69.865 %
carbon 2 nm: R favourable 71.687 %, adverse 68.696 %
carbon 3 nm: R favourable 70.906 %, adverse 68.580 %
carbon 5 nm: R favourable 67.126 %, adverse 68.794 %
carbon 7 nm: R favourable 64.890 %, adverse 65.754 %
carbon 10 nm: R favourable 64.935 %, adverse 62.368 %
carbon 20 nm: R favourable 54.341 %, adverse 56.806 %
carbon 50 nm: R favourable 37.051 %, adverse 36.889 %
adverse bare R 71.837 %
adverse local minimum: 2.60 nm, 68.520 %
adverse next maximum: 4.37 nm, 68.978 %
half-wave carbon 7.017 nm, R factor exp(-4 k beta d) 0.9126
R at five half-waves: carbon 44.335 %, lossless 71.365 %
thick-carbon limit of R 0.0388 %
best gain with chi'=0: 0.00301 points
highest bare R over Si top layers 1.0-8.0 nm: 71.926 % at 1.0 nm
gain with full 4.17 nm Si spacer on top: 0.3040 points
best gain for 10 periods 1.8340 points
gain averaged over 2 % full band 0.3467 points
gain at 6 deg, s polarization 0.2824 points
gain with 20 % less dense carbon 0.2923 points
1 nm intermixing: bare R 68.435 %, gain 0.4609 points
1.5 nm oxide using 0.675 nm Si: bare R 71.254 %, gain 0.1983 points
oxide, Si retuned to 2.9 nm before oxidation: gain 0.3964 points
2.5 nm Ru on 4.17 nm Si: bare R 71.563 %, initial slope -1.1031 points/nm, gain 0.0000 points
```
